# Fourier Decay and Parseval Remainder of the LAPW Step Function: a numerical check

```python
"""
Result under test: the interstitial step function Theta (1 between spheres, 0 inside)
has Fourier coefficients with a G^-2 envelope, and the sum of |Theta_G|^2 over
|G| > G_max tends to S / (pi * Omega * G_max).
S: total sphere surface area; Omega: cell volume; G: reciprocal vector length.
Lengths are in bohr, G in 1/bohr. The cell is simple cubic with edge a.
"""
import numpy as np

a = 8.0
omega = a**3
g_unit = 2 * np.pi / a
n_max = 62
n = np.arange(-n_max, n_max + 1)
n_sq = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2


def ball_transform(G, R):
    """Integral of exp(-i G.r) over a ball of radius R at the origin."""
    G = np.asarray(G, dtype=float)
    safe = np.where(G > 0, G, 1.0)
    x = safe * R
    value = 4 * np.pi * (np.sin(x) - x * np.cos(x)) / safe**3
    return np.where(G > 0, value, 4 * np.pi * R**3 / 3)


def phase_grid(position):
    px, py, pz = [np.exp(-2j * np.pi * n * s) for s in position]
    return px[:, None, None] * py[None, :, None] * pz[None, None, :]


def step_coefficients(spheres):
    shell_G = g_unit * np.sqrt(np.arange(3 * n_max**2 + 1))
    coef = np.zeros(n_sq.shape, dtype=complex)
    for R, position in spheres:
        coef -= ball_transform(shell_G, R)[n_sq] * phase_grid(position) / omega
    coef[n_max, n_max, n_max] += 1
    return coef


def remainder_function(coef, mean_square):
    """Parseval remainder: cell average of the squared function minus a finite sum."""
    shell_power = np.bincount(n_sq.ravel(), weights=(np.abs(coef)**2).ravel())
    partial = np.cumsum(shell_power)

    def remainder(K):
        m = np.floor((np.asarray(K) / g_unit)**2 + 1e-9).astype(int)
        assert np.all(m <= n_max**2)
        return mean_square - partial[m]
    return remainder


def interstitial_fraction(spheres):
    return 1 - sum(4 * np.pi * R**3 / 3 for R, _ in spheres) / omega


def total_area(spheres):
    return sum(4 * np.pi * R**2 for R, _ in spheres)


window = np.linspace(24, 48, 2000)


def mean_scaled_remainder(remainder):
    """Average of G_max * remainder over the window, in 1/bohr."""
    return np.mean(window * remainder(window))


# Worked example: two unequal spheres
spheres = [(3.0, (0.0, 0.0, 0.0)), (2.0, (0.45, 0.50, 0.55))]
coef = step_coefficients(spheres)
fraction = interstitial_fraction(spheres)
area = total_area(spheres)
remainder = remainder_function(coef, fraction)
print(f"cell edge a = {a:.1f} bohr, volume = {omega:.1f} bohr^3")
for R, position in spheres:
    print(f"sphere radius {R:.1f} bohr at fractional position {position}")
print(f"total sphere area S = {area:.3f} bohr^2")
print(f"interstitial fraction = {fraction:.6f}")

# Coefficient from its definition by quadrature over both balls
u, wu = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(80) / 80
index = np.array([3, -2, 1])
G_vec = g_unit * index
ball_sum = 0j
for R, position in spheres:
    r = R * (u + 1) / 2
    wr = wu * R / 2 * r**2
    sin_t = np.sqrt(1 - u**2)
    dot = (G_vec[0] * sin_t[:, None] * np.cos(phi)
           + G_vec[1] * sin_t[:, None] * np.sin(phi) + G_vec[2] * u[:, None])
    shift = G_vec @ (a * np.array(position))
    values = np.exp(-1j * (r[:, None, None] * dot + shift))
    ball_sum += np.einsum("i,j,ijk->", wr, wu, values) * 2 * np.pi / 80
c_quad = -ball_sum / omega
c_formula = coef[tuple(index + n_max)]
assert abs(c_quad - c_formula) < 1e-10
print(f"G for indices (3,-2,1): |G| = {np.linalg.norm(G_vec):.5f} 1/bohr")
print(f"Theta_G, formula:    {c_formula.real:+.8f} {c_formula.imag:+.8f} i")
print(f"Theta_G, quadrature: {c_quad.real:+.8f} {c_quad.imag:+.8f} i")

# Envelope on the lattice
G_grid = g_unit * np.sqrt(n_sq)
far = (G_grid > 24) & (G_grid < 48)
largest = np.max((G_grid**2 * np.abs(coef))[far])
envelope = sum(4 * np.pi * R for R, _ in spheres) / omega
assert 0.9 * envelope < largest < 1.001 * envelope
print(f"largest G^2|Theta_G|, 24<G<48: {largest:.6f} bohr^-2")
print(f"envelope sum 4 pi R/Omega:     {envelope:.6f} bohr^-2")

# Decay power with and without a jump at the sphere, by radial quadrature
R0 = 3.0
t, wt = np.polynomial.legendre.leggauss(400)
r = R0 * (t + 1) / 2
wr = wt * R0 / 2


def radial_transform(f, G):
    return 4 * np.pi / G * (np.sin(np.outer(G, r)) @ (wr * r * f(r)))


G_low, G_high = np.linspace(20, 22, 800), np.linspace(80, 82, 800)
cases = [("f=1 (jump 1)", lambda s: np.ones_like(s), 2, 4 * np.pi * R0),
         ("f=exp(-r^2/R^2) (jump 1/e)", lambda s: np.exp(-s**2 / R0**2), 2,
          4 * np.pi * R0 * np.exp(-1)),
         ("f=1-r^2/R^2 (no jump)", lambda s: 1 - s**2 / R0**2, 3, 8 * np.pi)]
print("radial tests, R = 3 bohr, windows G = 20-22 and 80-82 1/bohr:")
for label, f, power, amplitude in cases:
    low = np.max(G_low**power * np.abs(radial_transform(f, G_low)))
    high = np.max(G_high**power * np.abs(radial_transform(f, G_high)))
    measured_power = power - np.log(high / low) / np.log(4)
    assert abs(measured_power - power) < 0.01
    assert abs(high / amplitude - 1) < 0.003
    print(f"  {label}: decay power {measured_power:.4f}")
    print(f"    max G^{power}|F| = {high:.4f}, predicted {amplitude:.4f}"
          f" bohr^{3 - power}")

# Lattice counting error, plain and with phases, relative to K^(3/2)
radius = np.sqrt(np.arange(1, n_max**2 + 1))
phase = phase_grid(spheres[1][1]).real
print("count error / (K a/2pi)^1.5, radii 10-30 then 30-62 (units 2pi/a):")
for label, weights, volume_term in [("plain", np.ones(n_sq.shape), 1.0),
                                    ("phased", phase, 0.0)]:
    count = np.cumsum(np.bincount(n_sq.ravel(), weights=weights.ravel()))
    main = volume_term * 4 * np.pi / 3 * radius**3
    after = np.abs(count[1:n_max**2 + 1] - main)
    before = np.abs(count[:n_max**2] - main)
    scaled = np.maximum(after, before) / radius**1.5
    inner = scaled[(radius >= 10) & (radius < 30)].max()
    outer = scaled[radius >= 30].max()
    assert outer <= inner
    print(f"  {label}: {inner:.3f}, {outer:.3f}")

# Real-space mean-square error of a truncated series
K_small, n_small, points = 6.0, 7, 120
cut = slice(n_max - n_small, n_max + n_small + 1)
kept = np.where(g_unit**2 * n_sq[cut, cut, cut] <= K_small**2, coef[cut, cut, cut], 0)
x = (np.arange(points) + 0.5) / points
waves = np.exp(2j * np.pi * np.outer(x, np.arange(-n_small, n_small + 1)))
series = kept
for _ in range(3):
    series = np.tensordot(series, waves, axes=([0], [1]))
theta = np.ones((points,) * 3)
for R, position in spheres:
    dx, dy, dz = [(x - s - np.round(x - s))**2 * a**2 for s in position]
    theta[dx[:, None, None] + dy[None, :, None] + dz[None, None, :] < R**2] = 0
real_space_error = np.mean((theta - series.real)**2)
assert abs(real_space_error / remainder(K_small) - 1) < 0.01
print(f"G_max = {K_small:.0f} 1/bohr: remainder {remainder(K_small):.6f}, "
      f"real-space square error {real_space_error:.6f}")

# Area law for the worked example
slope = area / (np.pi * omega)
print(f"S/(pi Omega) = {slope:.6f} 1/bohr")
print("G_max (1/bohr), remainder, predicted, ratio, rms error:")
for K in (12.0, 24.0, 48.0):
    P = remainder(K)
    assert abs(P * K / slope - 1) < 0.04
    print(f"  {K:.0f}  {P:.6f}  {slope / K:.6f}  {P * K / slope:.4f}  {np.sqrt(P):.5f}")
mean_ratio = mean_scaled_remainder(remainder) / slope
assert abs(mean_ratio - 1) < 0.01
print(f"mean ratio over G_max = 24-48 1/bohr: {mean_ratio:.5f}")
target = 0.05
K_needed = slope / target**2
rms_there = np.sqrt(remainder(K_needed))
assert abs(rms_there / target - 1) < 0.02
print(f"G_max predicted for rms error {target}: {K_needed:.3f} 1/bohr")
print(f"actual rms error there: {rms_there:.5f}")

# Equal volume, doubled area: one sphere against eight of half the radius
rng = np.random.default_rng(4)
corners = [np.array([i, j, k]) / 2 + 0.25 for i in (0, 1) for j in (0, 1) for k in (0, 1)]
one = [(3.0, (0.0, 0.0, 0.0))]
eight = [(1.5, tuple(c + rng.uniform(-0.25, 0.25, 3) / a)) for c in corners]
scaled = [mean_scaled_remainder(remainder_function(step_coefficients(s),
                                                   interstitial_fraction(s)))
          for s in (one, eight)]
assert abs(interstitial_fraction(one) - interstitial_fraction(eight)) < 1e-12
area_ratio = total_area(eight) / total_area(one)
assert abs(scaled[1] / scaled[0] / area_ratio - 1) < 0.02
print("eight spheres R=1.5 bohr against one R=3 bohr, equal volume:")
print(f"  area ratio {area_ratio:.3f}, remainder ratio {scaled[1] / scaled[0]:.4f}")

# Cube: flat faces give 1/G along the normal, yet the area law holds
L = 0.6 * a
line = (L / (2 * a)) * (np.cos(np.outer(g_unit * n, t * L / 2)) @ wt)
cube = line[:, None, None] * line[None, :, None] * line[None, None, :]
axis = np.abs(cube[:, n_max, n_max] * g_unit * n)
near_max = axis[(n >= 10) & (n <= 20)].max()
far_max = axis[n >= 40].max()
assert abs(far_max / near_max - 1) < 1e-6
cube_ratio = (mean_scaled_remainder(remainder_function(cube, L**3 / omega))
              / (6 * L**2 / (np.pi * omega)))
assert abs(cube_ratio - 1) < 0.03
print(f"cube of side {L:.1f} bohr, G along an edge:")
print(f"  max G|Theta_G|, n=10-20: {near_max:.6f}, n=40-62: {far_max:.6f} 1/bohr")
print(f"  remainder / area law, mean over G_max = 24-48: {cube_ratio:.4f}")

print("checks complete")
```

Output:

```
cell edge a = 8.0 bohr, volume = 512.0 bohr^3
sphere radius 3.0 bohr at fractional position (0.0, 0.0, 0.0)
sphere radius 2.0 bohr at fractional position (0.45, 0.5, 0.55)
total sphere area S = 163.363 bohr^2
interstitial fraction = 0.713657
G for indices (3,-2,1): |G| = 2.93869 1/bohr
Theta_G, formula:    -0.00301384 +0.00329409 i
Theta_G, quadrature: -0.00301384 +0.00329409 i
largest G^2|Theta_G|, 24<G<48: 0.122718 bohr^-2
envelope sum 4 pi R/Omega:     0.122718 bohr^-2
radial tests, R = 3 bohr, windows G = 20-22 and 80-82 1/bohr:
  f=1 (jump 1): decay power 2.0001
    max G^2|F| = 37.6994, predicted 37.6991 bohr^1
  f=exp(-r^2/R^2) (jump 1/e): decay power 2.0004
    max G^2|F| = 13.8693, predicted 13.8687 bohr^1
  f=1-r^2/R^2 (no jump): decay power 3.0003
    max G^3|F| = 25.1334, predicted 25.1327 bohr^0
count error / (K a/2pi)^1.5, radii 10-30 then 30-62 (units 2pi/a):
  plain: 3.847, 3.324
  phased: 1.430, 1.345
G_max = 6 1/bohr: remainder 0.017534, real-space square error 0.017547
S/(pi Omega) = 0.101563 1/bohr
G_max (1/bohr), remainder, predicted, ratio, rms error:
  12  0.008489  0.008464  1.0030  0.09213
  24  0.004227  0.004232  0.9989  0.06502
  48  0.002121  0.002116  1.0026  0.04606
mean ratio over G_max = 24-48 1/bohr: 1.00002
G_max predicted for rms error 0.05: 40.625 1/bohr
actual rms error there: 0.05009
eight spheres R=1.5 bohr against one R=3 bohr, equal volume:
  area ratio 2.000, remainder ratio 2.0008
cube of side 4.8 bohr, G along an edge:
  max G|Theta_G|, n=10-20: 0.085595, n=40-62: 0.085595 1/bohr
  remainder / area law, mean over G_max = 24-48: 1.0002
checks complete
```
